Can rotating methane show a linear Stark effect?

The argument under review has three steps. First, the methane equilibrium structure is a regular tetrahedron, so its electric dipole vanishes and a static field cannot shift its rotational levels. Second, rotation may stretch the molecule, but it cannot create a dipole in so symmetric a body. Third, even if a small dipole did appear, parity would forbid an energy shift linear in the field. The conclusion is that methane is free of Stark shifts.

The vanishing of the equilibrium dipole is correct. The rest needs to be examined step by step. Hartree atomic units are used, with angular momentum J in units of ħ. The molecule is in its ground vibrational state, and the field F is static and points along Z.

**1. No dipole does not mean no shift**

A molecule without a dipole is still polarizable. Let λ_Zα be the cosine of the angle between Z and the body axis α = x, y, z. The field components along the body axes are Fλ_Zα. For an isotropic polarizability α₀ the energy of the induced dipole is

ΔE_ind = −½ α₀ F² Σ_α λ_Zα² = −½ α₀ F²,

because the squared direction cosines of a unit vector sum to one. This shift exists for a rigid tetrahedron at rest, so the conclusion as worded already fails. It is, however, the same for every orientation and therefore for every projection M of J on Z. It moves a level without splitting it. The question of substance is whether there is also a shift linear in F that depends on M.

**2. Rotation does create a dipole**

The second step of the argument treats rotation as if it respected the tetrahedral symmetry. It does not, since the vector J singles out a direction in the molecule. Take x, y, z along the three twofold axes, with one outer atom in the direction (1,1,1). For an undistorted spherical top, J is parallel to the angular velocity and so stays fixed in the body. The molecule can therefore settle into a static distortion.

That distortion minimizes the sum of the vibrational potential and the rotational energy ½ Σ J_α (I⁻¹)_αβ J_β. Write the inertia tensor as I·1 + δI, where I is the equilibrium moment of inertia. To first order the inverse is 1/I − δI/I². The xy and yx elements contribute equally, which cancels the factor ½ and gives the energy −δI_xy J_xJ_y/I².

Which vibrations change I_xy? A half turn about z leaves I_xy unchanged, while half turns about x and y reverse it. The A1 and E vibrations are even under all three half turns and drop out. What remains is the z component Q_k of each of the two F2 vibrations of XY4. The dipole component μ_z has the same behaviour, so these coordinates also carry a dipole. With mass-weighted Q_k, frequency ω_k, and the derivatives I'_k = ∂I_xy/∂Q_k and μ'_k = ∂μ_z/∂Q_k, the energy to be minimized is

½ ω_k² Q_k² − I'_k Q_k J_xJ_y/I².

Setting its derivative with respect to Q_k to zero gives

Q_k = I'_k J_xJ_y/(I²ω_k²).

The resulting dipole is μ_z = Σ_k μ'_k Q_k. Writing it as 2θJ_xJ_y defines the coefficient

θ = (1/2I²) Σ_k μ'_k I'_k/ω_k².

In quantum mechanics J_x and J_y do not commute, and the Hermitian form of 2J_xJ_y is the symmetrized one:

μ_z = θ (J_xJ_y + J_yJ_x), and cyclically for μ_x and μ_y.

This is the leading order in the distortion. A quarter turn of the body axes about z would reverse the sign of θ, which is why the position of one outer atom had to be specified.

**3. How large is it?**

A rough value for methane is θ = 2.4×10⁻⁵ D; it is taken here as an input. A mechanical model shows that this size is natural. Let four outer atoms of mass 1800 m_e and charge 0.1 e surround a central atom of charge −0.4 e at distance 2 a₀. The bond springs are 0.3 E_h/a₀² and the springs between outer atoms 0.1 E_h/a₀². The moment of inertia is

I = (8/3) × 1800 × 2² = 19200 m_e a₀²,

and the sum over modes gives θ = 1.13×10⁻⁵ e a₀ = 2.9×10⁻⁵ D. The parameters are round numbers of molecular size and the charges are rigidly attached to the atoms, so the closeness to the methane value is not a prediction.

The model also permits a test of the mechanism. For J = J(n_x, n_y, n_z), with n a unit vector,

μ = 2θJ² (n_yn_z, n_zn_x, n_xn_y).

Along the threefold axis, n = (1,1,1)/√3, each component is 2θJ²/3. The dipole is then parallel to J and has magnitude

√3 × 2θJ²/3 = 2θJ²/√3.

For J = 1 the model value is 1.30208×10⁻⁵ e a₀. Solving Newton's force balance in the rotating frame, without linearizing the distortion, gives 1.30201×10⁻⁵ e a₀. The difference is about 5 parts in 10⁵ of the linear result and represents the distortion beyond leading order.

Other directions behave differently. If J lies along a twofold axis, two components of n vanish and there is no dipole. If n = (1,1,0)/√2, there is a dipole θJ² along z, but it is perpendicular to J and averages to zero as the molecule turns. What survives the rotation is the component along J,

μ·n = 6θJ² n_xn_yn_z.

Since n_x² + n_y² + n_z² = 1, the product n_xn_yn_z is at most 1/(3√3), reached on the threefold axis. Reversing J reverses the product, so along (−1,−1,−1)/√3 the dipole is antiparallel to J. Thus θJ² sets the scale of the classical dipole, while its component along J ranges from −2θJ²/√3 through zero to +2θJ²/√3.

**4. The field operator within one rotational level**

The quantum interaction is −Fμ_Z. The direction cosines do not commute with the body components of J, so a single product λ_Zα μ_α is not Hermitian. The commutators cancel in the sum over α, but it is convenient to write the space-fixed dipole in a form that is Hermitian term by term:

μ_Z = ½ Σ_α (λ_Zα μ_α + μ_α λ_Zα).

Because μ_α conserves J, the first-order energy needs λ_Zα only between states of the same J. Under rotations of space, λ_Zα transforms as J_Z; under rotations of the body axes, it transforms as J_α. By the Wigner–Eckart theorem, applied to both, it equals c J_Z J_α within one J. The constant follows from the identity Σ_α λ_Zα J_α = J_Z. Inserting the projected form gives c J_Z Σ_α J_α² = c J(J+1) J_Z, so c = 1/[J(J+1)] for J > 0. Since J_Z has the value M,

λ_Zα → M J_α/[J(J+1)].

The dipole along the field becomes

μ_Z = θM T/[J(J+1)],

T = ½ Σ_α [J_α(J_βJ_γ + J_γJ_β) + (J_βJ_γ + J_γJ_β)J_α],

with α, β, γ all different. The sum contains twelve products. Each of the six orderings of J_x, J_y, J_z occurs twice, once with J_α as its first factor and once with J_α as its last. The factor ½ therefore leaves

T = J_xJ_yJ_z + J_xJ_zJ_y + J_yJ_zJ_x + J_yJ_xJ_z + J_zJ_xJ_y + J_zJ_yJ_x.

This is the quantum counterpart of the classical 6J_xJ_yJ_z. If t is an eigenvalue of T within a level, the linear shift is −θtMF/[J(J+1)].

**5. Which levels can shift linearly**

A quarter turn of the body about z takes J_x to J_y and J_y to −J_x. It permutes the six orderings and reverses the sign of T. A half turn about a coordinate axis changes two signs, and a threefold turn permutes the components cyclically; both leave T unchanged. T therefore has symmetry A2. The improper operations of the tetrahedral group act on J as the corresponding proper rotations, because inversion leaves an angular momentum unchanged.

T can have nonzero elements inside a level of symmetry Γ only if A2⊗Γ contains Γ. Multiplication by A2 reverses the characters of the quarter turns and of the half turns about the diagonal axes. For E these characters are zero, so A2⊗E = E. For the others they are ±1, so A1 and A2 are exchanged, as are F1 and F2. An isolated A or F level has no linear shift, while an isolated E level may have one. The quarter turn maps the E level onto itself and reverses T, so the two eigenvalues must be +t and −t.

The number of E levels follows from the rotation characters:

n_E = [2(2J+1) − 8χ(120°) + 6χ(180°)]/24.

Here χ(180°) = (−1)^J, and χ(120°) is 1, 0 or −1 when J leaves remainder 0, 1 or 2 on division by 3. For J = 2 this is (10 + 8 + 6)/24 = 1. For J = 3 it is (14 − 8 − 6)/24 = 0. In the same way there is none for J = 0 or 1, and one each for J = 4, 5, 6 and 7.

**6. The shift for J = 2 and J = 4**

Let K be the projection of J on the body z axis. Body-fixed components obey [J_x, J_y] = −iJ_z, so the operator that raises K is R = J_x − iJ_y, and L = J_x + iJ_y lowers it. Hence J_x = (R + L)/2 and J_y = i(R − L)/2. Multiplying out, the mixed products RL and LR cancel:

J_xJ_y + J_yJ_x = (i/2)(R² − L²),

J_xJ_zJ_y + J_yJ_zJ_x = (i/2)(RJ_zR − LJ_zL).

The six terms of T combine to

T = (i/2)[J_zR² + RJ_zR + R²J_z − (J_zL² + LJ_zL + L²J_z)].

In the step from K to K+2, J_z takes the values K+2, K+1 and K, whose sum is 3(K+1). In the step from K to K−2 the sum is 3(K−1). Therefore

⟨K+2|T|K⟩ = (3i/2)(K+1)⟨K+2|R²|K⟩,

⟨K−2|T|K⟩ = −(3i/2)(K−1)⟨K−2|L²|K⟩.

For J = 2 the levels are E and F2. The states |0⟩ and |c⟩ = (|2⟩ + |−2⟩)/√2 are even under all three half turns about the coordinate axes, so they belong to E. With R|0⟩ = √6|1⟩ and R|1⟩ = 2|2⟩, the element of R² is 2√6, and L² has the same element between |0⟩ and |−2⟩. Both elements of T starting from |0⟩ are then 3i√6, and

T|0⟩ = 3i√6 (|2⟩ + |−2⟩) = 6√3 i|c⟩.

Hermiticity gives T|c⟩ = −6√3 i|0⟩. The states (|0⟩ ± i|c⟩)/√2 are eigenstates of T with eigenvalues ±6√3. Dividing by J(J+1) = 6 gives

ΔE = ∓√3 θMF for the J = 2 E level.

For J = 4 the levels are A1, E, F1 and F2. The state |c⟩, now built from K = ±2 within J = 4, is again even under the three half turns, and a quarter turn about z reverses it. Of the levels present, only E allows this combination. T maps |c⟩ onto its partner in E, so t is the length of T|c⟩. The element of R² from 2 to 4 is √(14×8) = √112, which gives an amplitude (9i/2)√112 along (|4⟩ + |−4⟩)/√2. The element of L² from 2 to 0 is √(18×20) = √360. The contributions from K = 2 and K = −2 add to −(3i/2)√720 along |0⟩. Thus

t² = (81/4)×112 + (9/4)×720 = 2268 + 1620 = 3888,

or t = 36√3 = 62.35, in agreement with the direct diagonalization.

For M = J the dipole along the field has magnitude θt/(J+1). In units of θJ² it is 0.87, 0.78, 0.62, 0.21 and 0.80 for J = 2, 4, 5, 6 and 7. The value for J = 6 is smaller than that for J = 5 even before division by J². The factor J² is therefore a scale, not a law that each level follows.

**7. Why parity does not forbid the shift**

The third step of the argument relies on a valid theorem: a nondegenerate state of definite parity has no mean space-fixed dipole. The E level is not such a state. Let the outer nuclei have spin ½, as protons do. The total wave function must change sign when two of them are exchanged. The symmetry operations available without tunnelling between the two mirror-image arrangements of labelled nuclei are even permutations, and odd permutations combined with inversion.

A rotational E level needs nuclear-spin functions of symmetry E, and

E⊗E = A1 + A2 + E.

Even permutations must leave the total function unchanged, which admits A1 and A2 and excludes E. These two differ in sign under an odd permutation with inversion. Since the odd permutation alone always gives −1, they have opposite parity. Each M thus has two states of opposite parity, which are degenerate as long as tunnelling and nuclear-spin interactions are neglected. The operator T, of symmetry A2, connects them. For M ≠ 0 the field mixes them fully once its coupling is large compared with any remaining separation. The linear shift is the result of this mixing.

The two E nuclear-spin functions have total spin zero, as projection of the sixteen spin states confirms. The outer nuclei therefore cause no hyperfine splitting of the level in first order. In second order, the coupling of the nuclear spins to the rotation mixes the E level with F levels, whose nuclear spin is one, and can separate the parity pair slightly. For a coupling of order 10 kHz and an F level of the same J at a distance of order 10 MHz, the separation is of order (10 kHz)²/(10 MHz) = 10 Hz. The central nucleus is taken to be spinless.

**8. Size of the shifts in a field**

Take θ = 2.4×10⁻⁵ D = 9.44×10⁻⁶ e a₀ and a field of 2×10⁻⁶ atomic units, or 10.3 kV/cm. For J = 2 and M = 2 the dipole along the field is

2√3 × 9.44×10⁻⁶ = 3.27×10⁻⁵ e a₀ = 8.3×10⁻⁵ D.

Multiplication by the field gives shifts of ±6.54×10⁻¹¹ E_h, or ±430 kHz. For |M| = 1 they are half as large, ±215 kHz, and for M = 0 they vanish. The linear effect alone turns the level into five equally spaced components, each twofold: the outer ones come from M = ±2, the next from M = ±1, and the central one from the parity pair with M = 0.

With a round polarizability of 16 atomic units, the common induced shift is

−½ × 16 × (2×10⁻⁶)² = −3.2×10⁻¹¹ E_h,

or −211 kHz. With the isotropic polarizability used here, it displaces the whole pattern but leaves the spacings unchanged. The small anisotropy that rotation gives to the polarizability is neglected. The two effects are equal in size when μF = ½α₀F², that is, at F = 2μ/α₀. For M = 2 this field is 4.09×10⁻⁶ atomic units, or 21 kV/cm. Below it the linear shift is the larger one. A measurement of a common displacement would not reveal the centrifugal dipole; an M splitting linear in the field would.

**9. Where the linear law ends**

The field can also couple levels of different J, and the linear law then requires a coupling small compared with their separation. Like T, the operator μ_Z reverses under a quarter turn of the body and is unchanged by the half turns about the coordinate axes and by the threefold turns. It has symmetry A2 and joins an E level only to other E levels. Since μ_Z changes J by at most one, and J = 1 and J = 3 have no E levels, the J = 2 E level escapes this limit. Diagonalization of the rotor with neighbouring J values and a tetrahedral splitting included confirms the linear shift for M = −1, 0, 1 and 2. At θF equal to 10⁻⁶ of the rotational constant, the slope for M = 2 is 3.4641 θ, which agrees with 2√3 θ.

A different limit arises when two levels joined by T lie close together, such as an F1 and an F2 level of the same J. Let δ be their separation and w the magnitude of the coupling, which is proportional to F. Measured from their midpoint, the energies are

E = ±√(δ²/4 + w²).

For w ≪ δ the square root is approximately δ/2 + w²/δ, so the shift is quadratic. For w ≫ δ it approaches w, and the pair shows a nearly linear shift although neither level has one in a weak field. The same formula describes the E level if tunnelling or the second-order hyperfine coupling of section 7 separates its parity pair by δ: the linear law then requires w ≫ δ. A separation of order 10 Hz is negligible beside the shifts of section 8, but it ends the linear law at a sufficiently weak field. Only if both effects are neglected is δ = 0, and only then does the law extend down to zero field.

Where J has more than one E level, T can also connect them. The law then requires a coupling small compared with their separation, and t depends on how the tetrahedral splitting mixes them. At high J, higher orders of the distortion also add to the dipole.

The argument should therefore be revised as follows. Tetrahedral symmetry removes the dipole of the molecule at rest and the linear shift of isolated A and F levels. It does not remove the induced shift, and it permits a linear, M-dependent shift of the E levels. The values used here can be checked against the numerical output below.

Calculated quantities

```
BALL-AND-SPRING MODEL
outer, central mass: 1800, 22000 m_e
bond length: 2.0 a0
bond, outer-pair spring: 0.3, 0.1 Eh/a0^2
outer, central charge: 0.1, -0.4 e
moment of inertia: 19200.0 m_e a0^2
lowest, highest mode: 1220, 4328 cm^-1
theta from mode sum: 1.1276e-05 e a0
theta from mode sum, converted: 2.866e-05 D
threefold-axis dipole, J=1, formula: 1.30208e-05 e a0
threefold-axis dipole, J=1, Newton: 1.30201e-05 e a0
E LEVELS: dipole along field at M=J
J=2: t=10.3923, dipole/theta=3.4641, dipole/(theta J^2)=0.8660
J=4: t=62.3538, dipole/theta=12.4708, dipole/(theta J^2)=0.7794
J=5: t=93.5307, dipole/theta=15.5885, dipole/(theta J^2)=0.6235
J=6: t=51.9615, dipole/theta=7.4231, dipole/(theta J^2)=0.2062
J=7: t=311.7691, dipole/theta=38.9711, dipole/(theta J^2)=0.7953
J=2, M=2 slope/theta, full rotor: 3.46410
J=2, M=2 slope/theta, formula: 3.46410
number of E nuclear-spin functions: 2
STARK EXAMPLE, J=2 E LEVEL
theta input: 2.4e-05 D = 9.4423e-06 e a0
field: 2.0e-06 a.u. = 10.284 kV/cm
polarizability input: 16.0 a.u.
dipole along field, M=2: 3.2709e-05 e a0 = 8.314e-05 D
linear shift, |M|=0: +/- 0.0000e+00 Eh = +/- 0.00 kHz
linear shift, |M|=1: +/- 3.2709e-11 Eh = +/- 215.22 kHz
linear shift, |M|=2: +/- 6.5418e-11 Eh = +/- 430.43 kHz
common quadratic shift: -3.2000e-11 Eh = -210.55 kHz
field of equal size, M=2: 4.0886e-06 a.u. = 21.02 kV/cm
```
